# Equivalent isothermal time of a spike anneal by Laplace's method

## Scales that fix the form of the answer

A spike anneal heats a wafer to a peak temperature $T_p$ and cools it again at once. Near the peak, at $t=0$, let

$$T(t)=T_p-\tfrac12 c\,t^2,\qquad c=-T''(0)>0, \tag{1}$$

with $c$ in K/s². A reaction of activation energy $E$ runs during the spike. We ask how long a hold at the constant temperature $T_p$ would produce the same amount of reaction. This duration is the equivalent isothermal time $t_{eq}$.

The data are $T_p$ and $E/k_B$, both in kelvin, and $c$. A time can be formed from them as $\sqrt{T_p/c}$, multiplied by a function of the dimensionless ratio $\lambda=E/(k_BT_p)$. For large $\lambda$ this function is fixed up to a number. A small cooling $\delta=T_p-T$ lowers an Arrhenius rate by the factor $e^{-\delta/\theta}$, where

$$\theta=\frac{k_BT_p^2}{E}=\frac{T_p}{\lambda}. \tag{2}$$

If the reaction is confined to drops of a few $\theta\ll T_p$, then $T_p$ and $E$ enter through $\theta$ alone. The one time that $\theta$ and $c$ can form is $\sqrt{\theta/c}$. Hence $t_{eq}\simeq C\sqrt{\theta/c}$ at leading order, and Laplace's method must supply the number $C$.

## From silicide growth to an integral

Consider a silicide layer of thickness $x$ whose growth is limited by diffusion through the layer itself. The flux falls as $1/x$, so that

$$\frac{dx}{dt}=\frac{K(T)}{2x},\qquad K(T)=K_0e^{-E/(k_BT)}. \tag{3}$$

The factor 2 is a convention: it makes $x^2$ grow at the rate $K$. Multiplying by $2x$ and integrating from the initial thickness $x_0$ gives

$$x^2-x_0^2=\int K(T(t))\,dt\equiv K(T_p)\,t_{eq}. \tag{4}$$

The last equality defines $t_{eq}$. Dividing by $K(T_p)$ cancels the prefactor $K_0$:

$$t_{eq}=\int \exp\!\left[-\frac{E}{k_B}\left(\frac1{T(t)}-\frac1{T_p}\right)\right]dt. \tag{5}$$

The square-root growth law is not essential. If $dx/dt=f(x)k(T)$, division by $f(x)$ gives $\int dx/f(x)=\int k(T)\,dt$, and the right side again equals $k(T_p)t_{eq}$ with the same integral (5). What is needed is that the rate separates into a function of thickness and a function of temperature, and that the latter has one activation energy.

## Laplace's method

Measure the cooling by $u=ct^2/(2T_p)$, so that $T=T_p(1-u)$. Then

$$\frac1T-\frac1{T_p}=\frac1{T_p}\left(\frac1{1-u}-1\right)=\frac1{T_p}\frac{u}{1-u},$$

and the exponent in (5) is, without approximation,

$$-\frac{E}{k_B}\left(\frac1T-\frac1{T_p}\right)=-\lambda\frac{u}{1-u}=-\lambda(u+u^2+\dots). \tag{6}$$

The first term is quadratic in time:

$$\lambda u=\frac{T_p}{\theta}\,\frac{ct^2}{2T_p}=\frac{t^2}{2\sigma^2},\qquad \sigma^2=\frac{\theta}{c}. \tag{7}$$

The integrand is therefore a narrow peak of width $\sigma$. At $t=\sigma$ we have $u=1/(2\lambda)$, so the next term, $\lambda u^2=1/(4\lambda)$, is small when $\lambda\gg1$. Laplace's method keeps the quadratic term and extends the integral to all times, since the added tails are exponentially small. With $\int_{-\infty}^{\infty}e^{-t^2/(2\sigma^2)}dt=\sqrt{2\pi}\,\sigma$,

$$\boxed{\;t_{eq}\simeq t_0=\sqrt{\frac{2\pi\theta}{c}}=T_p\sqrt{\frac{2\pi k_B}{E\,c}}\;} \tag{8}$$

The missing number is $C=\sqrt{2\pi}$. A sharper peak (larger $c$) shortens the time as $c^{-1/2}$. A larger activation energy also shortens it, because the reaction then responds to a narrower range of temperature. Two processes with different activation energies thus have different equivalent times in the same spike, in the ratio of the inverse square roots of their energies.

If the wafer were quenched abruptly at the moment of the peak, half of the Gaussian would remain, and the leading result would be $t_0/2$. Formula (8) requires a maximum with both sides present.

## How large is the error?

For the parabola itself the error can be bounded. Continue (1) down to $T=0$, which is a mathematical device whose cold tails will be bounded below. From $t=\sqrt{2T_p/c}\,u^{1/2}$ follows $dt=\tfrac12\sqrt{2T_p/c}\,u^{-1/2}du$ on the cooling side. The heating side contributes equally, so

$$t_{eq}=\sqrt{\frac{2T_p}{c}}\int_0^1u^{-1/2}e^{-\lambda u/(1-u)}du. \tag{9}$$

Now set $v=u/(1-u)$, which makes the exponent linear. Then $u=v/(1+v)$ and $du=dv/(1+v)^2$, while $u^{-1/2}=v^{-1/2}(1+v)^{1/2}$. Since $t_0=\sqrt{2\pi T_p/(\lambda c)}$, division gives

$$\frac{t_{eq}}{t_0}=\sqrt{\frac{\lambda}{\pi}}\int_0^\infty v^{-1/2}(1+v)^{-3/2}e^{-\lambda v}dv. \tag{10}$$

The function $(1+v)^{-3/2}$ is convex, so for $v>0$ it lies above its tangent at $v=0$. It also lies below 1:

$$1-\tfrac32v<(1+v)^{-3/2}<1.$$

The two integrals required are

$$\int_0^\infty v^{-1/2}e^{-\lambda v}dv=\sqrt{\frac{\pi}{\lambda}},\qquad \int_0^\infty v^{1/2}e^{-\lambda v}dv=\frac{\sqrt\pi}{2\lambda^{3/2}}.$$

Their ratio is $1/(2\lambda)$, and multiplication by $\tfrac32$ gives

$$1-\frac{3}{4\lambda}<\frac{t_{eq}}{t_0}<1. \tag{11}$$

Laplace's formula overestimates the time for a parabolic peak because the Arrhenius exponent falls faster than its quadratic part. The next term of $(1+v)^{-3/2}$ is $\tfrac{15}{8}v^2$. The corresponding average of $v^2$ is $3/(4\lambda^2)$, so

$$\frac{t_{eq}}{t_0}=1-\frac3{4\lambda}+\frac{45}{32\lambda^2}+O(\lambda^{-3}). \tag{12}$$

A real spike starts and ends at finite times. If the parabola is cut at $|t|=\tau$, the lost part follows from $u/(1-u)\ge u$, which places the integrand below the Gaussian:

$$\Delta t_{eq}<2\int_\tau^\infty e^{-t^2/(2\sigma^2)}dt=t_0\,\mathrm{erfc}\!\left(\frac{\tau}{\sqrt2\,\sigma}\right). \tag{13}$$

## A smooth peak that is not a parabola

Heating and cooling usually differ, so the peak is skewed. Write

$$T=T_p-\tfrac12ct^2+\tfrac16bt^3+\tfrac1{24}d\,t^4+\dots,\quad b=T'''(0),\; d=T''''(0). \tag{14}$$

In terms of $\delta=T_p-T$, the exponent in (5) is $-\delta/\theta-\delta^2/(\theta T_p)-\dots$. Put $t=\sigma z$ and use $\sigma^2=\theta/c$. Through order $\theta$, the exponent becomes $-z^2/2+a_3z^3+a_4z^4$, where

$$a_3=\frac{b\sigma^3}{6\theta}=\frac{b\,\theta^{1/2}}{6c^{3/2}},\qquad a_4=\frac{d\,\theta}{24c^2}-\frac1{4\lambda}. \tag{15}$$

The last part of $a_4$ comes from $\delta^2/(\theta T_p)$ with $\delta\simeq\theta z^2/2$. Now expand the exponential of the small terms. Since $a_3$ is of order $\theta^{1/2}$, its square must be kept with $a_4$:

$$e^{a_3z^3+a_4z^4}\simeq1+a_3z^3+a_4z^4+\tfrac12a_3^2z^6.$$

Over the normalized Gaussian, $z^3$, $z^4$ and $z^6$ average to 0, 3 and 15. The relative correction is $3a_4+\tfrac{15}{2}a_3^2$, or

$$\frac{t_{eq}}{t_0}-1\simeq-\frac3{4\lambda}+\frac{\theta d}{8c^2}+\frac{5\theta b^2}{24c^3}. \tag{16}$$

At this order skewness enters through $b^2$: what one side loses at first order the other gains. For $b=d=0$ the first correction in (12) returns.

A definite skewed peak with linear far flanks, heating at $r_1$ and cooling at $r_2$, is

$$T=T_p-s\ln\frac{r_2e^{-r_1t/s}+r_1e^{r_2t/s}}{r_1+r_2},\qquad s=\frac{r_1r_2}{c}. \tag{17}$$

Let $g$ be the fraction inside the logarithm. At $t=0$, $g=1$ and $g'=0$, and

$$g''=\frac{r_1r_2}{s^2},\quad g'''=\frac{r_1r_2(r_2-r_1)}{s^3},\quad g''''=\frac{r_1r_2(r_1^2-r_1r_2+r_2^2)}{s^4}.$$

Because $g'=0$, the second to fourth derivatives of $\ln g$ are $g''$, $g'''$ and $g''''-3g''^2$. Multiplying by $-s$ confirms the curvature $c$ and gives

$$b=\frac{c^2(r_1-r_2)}{r_1r_2},\qquad d=\frac{c^3(4r_1r_2-r_1^2-r_2^2)}{r_1^2r_2^2}. \tag{18}$$

Inserted in (16), both profile corrections are of the form $\theta c$ divided by the square of a ramp rate. This has a direct meaning: at $t=\sigma$ the parabola has slope $c\sigma=\sqrt{\theta c}$, which must be well below the slopes of the flanks.

## The opposite limit: a sharp corner

If the rounding is too narrow to matter, the peak is a corner between two linear ramps. On a side with rate $r$ the leading exponent is $-r|t|/\theta$, whose integral is $\theta/r$. Together,

$$t_{eq}\simeq\theta\left(\frac1{r_1}+\frac1{r_2}\right). \tag{19}$$

The time is now proportional to $\theta$ instead of $\theta^{1/2}$, so it varies as $1/E$. Curvature has disappeared from the answer, and (8) cannot be used: letting $c\to\infty$ there would give zero.

## Worked example: a thin nickel silicide

Take growth of Ni₂Si under a nickel film, with the rough values $E=1.5$ eV and $K_0=1.5\times10^{14}$ nm²/s. Let $T_p=600$ K, $c=60$ K/s² and $x_0=1$ nm. Then

$$\lambda=\frac{1.5}{8.617\times10^{-5}\times600}=29.0,\qquad \theta=\frac{600}{29.01}=20.7\ \text{K},$$

$$\sigma=\sqrt{\frac{20.68}{60}}=0.587\ \text{s},\qquad t_0=\sqrt{2\pi}\times0.587=1.47\ \text{s}.$$

Direct integration of (5) gives 1.436 s, which is 0.9757 of $t_0$. The lower bound in (11) is 0.9741, and the series (12) through its second correction gives 0.9758. Cutting the spike at $\tau=3$ s, where the parabola has fallen to 330 K, costs less than $5\times10^{-7}$ s by (13). The continuation to $T=0$ is therefore harmless here.

About 97% of the growth in $x^2$ occurs within $2\sigma$ of the peak, while the temperature is within $2\theta=41$ K of its maximum. The measured profile should be compared with a parabola at least over this range. A slow flank beyond it can still matter: if the wafer cooled at only 10 K/s from $t=2\sigma$ onward, $t_{eq}$ would be about 12% longer.

At the peak $K=37.7$ nm²/s. Equation (4) with the Laplace time gives

$$x=\sqrt{1^2+37.73\times1.472}\ \text{nm}=7.52\ \text{nm}.$$

Numerical integration of the growth equation (3) through the spike gives 7.43 nm. The thickness error is about half the time error, as expected when $x^2$ is nearly proportional to time.

**Use of a measured width.** Curvature is often less convenient than the time $w$ spent above $T_p-D$. The parabola crosses that level at $t=\pm\sqrt{2D/c}$. Hence $w=2\sqrt{2D/c}$, so $c=8D/w^2$, and (8) becomes

$$t_0=w\sqrt{\frac{\pi\theta}{4D}}. \tag{20}$$

For $D=50$ K the example has $w=2.58$ s, and (20) returns 1.47 s. The width equals $t_0$ only for $D=\pi\theta/4$, here 16 K; at any other level it must be converted. The conversion also assumes that the parabola holds down to $T_p-D$.

**Another hold temperature.** Equal growth requires $K(T_{ref})t_{ref}=K(T_p)t_{eq}$, hence

$$t_{ref}=t_{eq}\exp\!\left[\frac{E}{k_B}\left(\frac1{T_{ref}}-\frac1{T_p}\right)\right]. \tag{21}$$

For $T_{ref}=550$ K the exponent is $29.01(600/550-1)=2.64$ and the factor is 14.0. With the integrated $t_{eq}=1.436$ s, the spike is equivalent to about 20 s at 550 K; the Laplace time would give about 21 s. This conversion introduces no further Laplace approximation, but it is sensitive to $E$.

## What the ideal model leaves out

**Skewed flanks.** Let $r_1=150$ K/s and $r_2=75$ K/s in (17), with $T_p$ and $c$ unchanged. The three terms of (16) are $-2.6\%$, $+2.1\%$ and $+1.1\%$ of $t_0$, with the sum $+0.6\%$. Integration over the skewed profile gives 1.478 s, or $+0.45\%$. The close agreement with $t_0$ thus comes from partial cancellation for these flanks; it is not a general accuracy of (8). A sharp corner between the same ramps would give 0.41 s by (19), and 0.39 s by integration. The shape of the top matters even when both ramps are held fixed.

**Peak temperature.** A peak 5 K hotter, with $E$, $K_0$ and $c$ fixed, raises $Kt_{eq}$ by 28%. Most of this is the change in $K$; the explicit factor $T_p$ in (8) adds less than 1%. The final thickness rises from 7.43 to 8.39 nm. In this example a small temperature error outweighs the error of Laplace's method by a factor of about ten.

**An interface barrier.** Suppose that atoms must also react at an interface whose limiting velocity is $k_i(T)$. The two resistances to growth add, $dt/dx=2x/K+1/k_i$, so

$$\frac{dx}{dt}=\frac{K(T)}{2x+A(T)},\qquad A(T)=\frac{K(T)}{k_i(T)}. \tag{22}$$

If both processes have the same activation energy, $A$ is constant. Then $x^2+Ax$ increases by $K(T_p)t_{eq}$, and the same equivalent time applies. For an assumed $A=2$ nm the final thickness is 6.63 nm, appreciably below the 7.43 nm without a barrier.

If instead the interface energy is $E_i\ne E$, $A$ varies during the spike. For very thin layers ($2x\ll A$) growth follows $k_i$, and its equivalent time contains $E_i$; for thick layers it contains $E$. No single $t_{eq}$ then serves all thicknesses. With an assumed $E_i=2.0$ eV and $A(T_p)=2$ nm, the spike gives 6.47 nm, against 6.63 nm for a hold at $T_p$ lasting the $t_{eq}$ of diffusion. The sign follows from the assumption $E_i>E$: $A$ is then larger below the peak, which slows growth there. For $E_i<E$ the sign reverses; $E_i=0.8$ eV with the same $A(T_p)$ gives 6.79 nm.

**The real process.** The temperature and the few-nanometre thickness belong to the regime of a first, low-temperature nickel silicide anneal, but the kinetic constants are rough. At fixed $K_0$, reducing $E$ by 0.1 eV multiplies $K(T_p)$ by about 7, while $t_0$ rises by only about 3.5%. The equivalent time is therefore much better determined than the thickness, provided diffusion controls the growth. For a layer only a few nanometres thick this is an assumption of the example, and the interface length of 2 nm is not a measured value. If the real $A$ is much larger than the layer, the interface reaction sets the rate; with an interface energy of 0.8 eV, for instance, $t_{eq}$ would be 1.93 s, 34% longer. With roughly 1.5 nm of Ni₂Si formed per nanometre of nickel, the calculated growth uses 4.3 nm of an assumed 10 nm film, so the supply is not exhausted. Nucleation and simultaneous growth of NiSi are left out, and their effects have not been sized.

The assumed cooling is fast for 600 K. Radiation alone cools a silicon wafer of full thickness at roughly 10 K/s or less at this temperature; 75 K/s requires much stronger cooling, for instance by conduction through a gas gap to a cold plate. With a linear cooling flank of 10 K/s starting at the peak, that side alone would contribute about $\theta/r_2=2$ s, more than the whole $t_0$ found above. For such a spike the measured profile should be inserted in (5). Formula (8) requires a measured top that is smooth and parabolic over a drop of a few $\theta$ on both sides, and flanks beyond it that are not slow. If the parabola of the example gives way to cooling at 5 K/s after a drop of $2\theta$, $3\theta$ or $4\theta$, $t_{eq}$ lengthens by about 26%, 7% or 2%; at 2 K/s, by about 67%, 19% or 5%.

The values used here are collected in the numerical output below.

## Values computed for the example and the checks

```
Activation energy E = 1.50 eV (rough)
Growth prefactor K0 = 1.50e+14 nm^2/s (rough)
Peak temperature Tp = 600 K
Curvature c = 60 K/s^2
Initial silicide thickness = 1.0 nm
Boltzmann constant = 8.617333e-05 eV/K
lam = E/(kB Tp) = 29.011 (no unit)
theta = kB Tp^2/E = 20.682 K
Gaussian width sigma = 0.5871 s
Laplace equivalent time t0 = 1.4717 s
Integrated equivalent time, parabola = 1.4359 s
Ratio integrated/Laplace = 0.97567 (no unit)
Lower bound 1 - 3/(4 lam) = 0.97415 (no unit)
Series with two corrections = 0.97582 (no unit)
Scaled second correction at lam=400 = 1.3961
Half window of spike = 3.0 s
Temperature at window edge = 330 K
Bound on time lost in tails = 4.75e-07 s
Growth share within 2 sigma = 96.62 %
Temperature drop at 2 sigma = 41.36 K
Width above Tp - 50 K = 2.5820 s
K at peak = 37.726 nm^2/s
Final thickness, growth equation = 7.428 nm
Final thickness, Laplace time = 7.518 nm
Reference temperature = 550 K
Time factor to reference = 13.977 (no unit)
Laplace time at reference = 20.57 s
Heating and cooling flanks = 150, 75 K/s
Arrhenius curvature correction = -2.59 %
Quartic profile correction = 2.07 %
Cubic profile correction = 1.15 %
Sum of first corrections = 0.63 %
Integrated time, skewed peak = 1.4783 s
Skewed peak relative to t0 = 0.45 %
Sharp corner, leading law = 0.4136 s
Sharp corner, integrated = 0.3877 s
Peak-temperature error = 5 K
Change of K*t_eq from it = 28.1 %
Thickness with hotter peak = 8.391 nm
Assumed interface length at peak = 2.0 nm
Assumed interface energy = 2.0 eV
Thickness, constant interface length = 6.627 nm
Thickness, second activation energy = 6.471 nm
Nickel film = 10.0 nm
Ni2Si per Ni thickness = 1.5 (rough)
Nickel consumed = 4.29 nm
```
